Time advance of silicon oxidation from an exponentially decaying added rate

**Dimensions and the form of the answer**

An oxide of thickness X grows on silicon at the linear-parabolic rate B/(A+2X), to which a term C exp(−X/L) is added. A and L are lengths, B is a length squared per time, and C is a length per time. The question is by how much time the added term brings late growth forward, to first order in C.

Call this first-order advance τ₁. It is proportional to C. If the unit of time is changed, B and C change by the same factor and τ₁ by the inverse factor. A result linear in C must therefore contain B as 1/B². The combination C/B² has the dimension time/length³, so

τ₁ = (C/B²) G(A, L),

where G is a length cubed. One more fact narrows G. The time needed per unit thickness is the reciprocal of the rate, and a small addition δ to a rate R changes 1/R by −δ/R². Without the addition, 1/R = (A+2X)/B, which is linear in A. Hence G is a quadratic polynomial in A, and by its dimension

G = a A²L + b AL² + c L³,

with a, b, c pure numbers. The proof below gives a = 1, b = 4, c = 8.

**Assumptions and statement**

The growth equation is

dX/dt = B/(A+2X) + C exp(−X/L), X = 0 at t = 0. (1)

A, B and L are positive constants and C ≥ 0 is constant, which implies fixed temperature, fixed oxidant pressure and one crystal face. The exponential is taken as an empirical description of fast growth in thin oxides; no mechanism for it is assumed. The ratio of the added rate to the linear-parabolic rate at thickness x is

r(x) = C (A+2x) exp(−x/L)/B. (2)

Theorem. Under these assumptions there is a finite time τ ≥ 0 such that, as X grows beyond the range of the exponential, the growth law tends to

X² + AX = B(t + τ). (3)

To first order in C,

τ₁ = C (A²L + 4AL² + 8L³)/B². (4)

The error of (4) is bounded by

0 ≤ τ₁ − τ ≤ τ₂, τ₂ = C² (A³L/2 + 3A²L²/2 + 3AL³ + 3L⁴)/B³. (5)

The advance is a shift in time at a given thickness. It is not a constant gain in thickness at a given time.

**Lemma 1: the advance as an integral**

For any C ≥ 0,

τ = ∫₀^∞ [(A+2x)/B] · r/(1+r) dx. (6)

Proof. The rate in (1) is positive and depends on X alone, so the variables separate. The time to reach X is

t(X) = ∫₀^X dx / [B/(A+2x) + C exp(−x/L)].

By (2), C exp(−x/L) = r B/(A+2x). The denominator is therefore (1+r) B/(A+2x), and

t(X) = ∫₀^X [(A+2x)/B] · 1/(1+r) dx.

For C = 0 the ratio r vanishes and the time is

t₀(X) = ∫₀^X (A+2x)/B dx = (X² + AX)/B.

Subtract the two times and use 1 − 1/(1+r) = r/(1+r):

t₀(X) − t(X) = ∫₀^X [(A+2x)/B] · r/(1+r) dx. (7)

The integrand is not negative, and it is at most (A+2x) r/B = C(A+2x)² exp(−x/L)/B², which has a finite integral up to infinity. The right side of (7) therefore rises to a finite limit, which is τ. Thickness does grow without limit, because the rate is never below B/(A+2X). Inserting t₀ = (X²+AX)/B in (7) and letting the integral approach τ gives (3). ∎

Equation (7) has a direct reading. A layer dx takes the time (A+2x)dx/B without the added term, and the fraction r/(1+r) of that time is saved. Once the exponential has died out no more time is saved, but what was saved earlier is kept.

**Lemma 2: the two integrals**

For n = 0, 1, 2, … and ℓ > 0, repeated integration by parts gives

∫₀^∞ xⁿ exp(−x/ℓ) dx = n! ℓⁿ⁺¹. (8)

Define τ₁ and τ₂ as the integrals of (A+2x)r/B and (A+2x)r²/B. For the first,

τ₁ = (C/B²) ∫₀^∞ (A² + 4Ax + 4x²) exp(−x/L) dx.

By (8) with ℓ = L the three terms are A²·L, 4A·L² and 4·2L³ = 8L³. This is (4). For the second,

τ₂ = (C²/B³) ∫₀^∞ (A³ + 6A²x + 12Ax² + 8x³) exp(−2x/L) dx.

Now ℓ = L/2, and the four terms are

A³ · L/2 = A³L/2,
6A² · L²/4 = 3A²L²/2,
12A · 2L³/8 = 3AL³,
8 · 6L⁴/16 = 3L⁴.

This is the τ₂ of (5). ∎

**Proof of the theorem**

For r ≥ 0,

r/(1+r) = r − r²/(1+r), and 0 ≤ r²/(1+r) ≤ r².

Multiply by (A+2x)/B and integrate. The left side gives τ by Lemma 1, the term r gives τ₁, and the remainder lies between 0 and τ₂. This proves (5). Since τ₂ is proportional to C², the difference between τ and τ₁ is of second order, so τ₁ is the complete first-order term. ∎

The same identity carried one step further, r/(1+r) = r − r² + r³/(1+r), leaves a remainder of order C³. The second-order term of τ is therefore −τ₂.

The three parts of (4) can now be understood. To first order the time saved per unit thickness is the added rate times the square of the time that unit thickness takes without the added term. If this unenhanced time kept its initial value A/B over the range L, the result would be CA²L/B². It increases as the film thickens, so the same added rate saves more time in later layers. The parts 4AL² and 8L³ account for this.

Equation (4) was compared with direct integration of (1) in time, for (A, B, L) = (160, 200, 7), (50, 120, 20) and (20, 200, 30) in nm, nm²/min and nm. The starts were bare silicon and an oxide of thickness L. The slope of the advance at C = 0 agreed with the formula, in its form (11) below for the covered starts, to within 8 parts in 10⁷ of its value.

**Remark 1: when first order is good enough**

Let r_max be the largest value of r(x) for x ≥ 0. Since 1/(1+r) ≥ 1/(1+r_max), equation (6) gives

τ ≥ τ₁/(1+r_max), hence (τ₁ − τ)/τ ≤ r_max. (9)

The overestimate made by (4), relative to the full advance, is thus no larger than r_max. To find r_max, differentiate:

d/dx [(A+2x) exp(−x/L)] = [2 − (A+2x)/L] exp(−x/L).

If A ≥ 2L this is never positive for x ≥ 0. The maximum is at the bare surface, and r_max = CA/B. If A < 2L the maximum lies at x = L − A/2, where A+2x = 2L, so that

r_max = (2CL/B) exp(−1 + A/(2L)). (10)

The expansion of τ in powers of C has the terms ±Tₙ, with Tₙ = ∫(A+2x)rⁿ/B dx. If r_max < 1, the remainder after N terms is at most r_max^N τ₁, and the series converges. If r_max > 1, there is an interval on which r exceeds some q > 1. There Tₙ grows at least as fast as qⁿ, and the series diverges. Higher orders then do not repair the first-order formula, while the integral (6) remains valid.

**Remark 2: a starting oxide, and the meaning of "late"**

Let growth start at thickness s instead of zero. The integrals then run from s. Put x = s + y and w = A + 2s, so that A + 2x = w + 2y and exp(−x/L) = exp(−s/L) exp(−y/L). The integral over y is the one already done, with w in place of A:

τ₁(s) = C exp(−s/L) (w²L + 4wL² + 8L³)/B². (11)

The late law becomes X² + AX − s² − As = B(t + τ(s)), where τ(s) is the integral (6) taken from s.

For growth from bare silicon the same τ(s) is the part of the advance still to be gained when the film has reached s. Growth is late when this part is small compared with τ. Because r/(1+r) ≤ r, τ(s) never exceeds τ₁(s).

**Remark 3: two limits**

If A ≫ L, the added term acts while growth is still nearly linear. The first part of (4) dominates and τ₁ ≈ CA²L/B². In this limit the integral (6) can also be done without assuming small C. Replace A+2x by A, so that r = r₀ exp(−x/L) with r₀ = CA/B. Taking r as the variable, dx = −L dr/r, and

τ ≈ (A/B) ∫₀^{r₀} L dr/(1+r) = (AL/B) ln(1 + CA/B). (12)

For small CA/B the logarithm returns CA²L/B². For large CA/B the advance increases only logarithmically with C. The reason is that no layer can save more time than it would have taken: a larger C mainly extends the depth over which nearly all the time is saved. That depth is about L ln(1+r₀), and it too must stay well below A/2 for (12) and the logarithmic law to hold. Even for small C, (12) omits the part 4AL² of (4), a fraction of about 4L/A, so accuracy needs A ≫ 4L. For A = 160 nm, B = 200 nm²/min and L = 7 nm, (12) is 16% low at small C and 28% low at C = 300 nm/min.

Equation (12) is also a lower bound for any A and L. With g = (A+2x)/B and c = C exp(−x/L), the integrand of (6) is cg²/(1+cg), which increases with g, and replacing A+2x by A lowers g.

If A ≪ L, growth is parabolic over most of the range of the added term, and

τ₁ ≈ 8CL³/B².

Here (10) gives r_max ≈ 2CL/(eB), with e the base of natural logarithms, and this must be small. The length A, through which the surface reaction enters, has dropped out, because transport through the oxide sets the time per layer.

**Remark 4: the gain in thickness fades**

Let X₀(t) be the thickness without the added term, with the same A and B. Late in growth X² + AX = B(t+τ), while X₀² + AX₀ = Bt. Subtracting and factoring,

(X − X₀)(X + X₀ + A) = Bτ, so X − X₀ = Bτ/(A + X + X₀). (13)

The denominator increases with time while τ stays fixed. At long times the ratio of either thickness to √(Bt) tends to 1, and the gain falls as (τ/2)√(B/t).

The advance can also be expressed as an equivalent starting thickness Xᵢ, the positive root of Xᵢ² + AXᵢ = Bτ:

Xᵢ = [−A + √(A² + 4Bτ)]/2. (14)

This is the thickness at t = 0 found by extrapolating the late law backwards. In the present model no such oxide was there.

**Worked example: dry oxidation near 1000 °C**

Take A = 160 nm, B = 200 nm²/min, C = 3 nm/min and L = 7 nm. These are round values of the order found for silicon in dry oxygen at about 1000 °C and 1 atm. They are rough and are not meant to represent a particular crystal face. The prefactor is C/B² = 3/40000 = 7.5×10⁻⁵ min/nm³. The parts of (4) are

A²L = 179200 nm³, giving 13.44 min,
4AL² = 31360 nm³, giving 2.35 min,
8L³ = 2744 nm³, giving 0.21 min.

Their sum is τ₁ = 16.0 min. The full integral (6) gives τ = 8.4 min, so the first-order result is too large by a factor of 1.9. The cause is the size of the ratio: A exceeds 2L, so r_max = CA/B = 3 × 160/200 = 2.4, which is not small. The expansion in C diverges here. Its second term, τ₂ = 18.4 min, is larger than the first, and the lower bound τ₁ − τ₂ is negative and says nothing.

The other bounds remain useful. Equation (9) gives τ ≥ 16.0/3.4 = 4.7 min. Equation (12) gives τ ≥ 5.6 min × ln 3.4 = 6.9 min, which is 18% below the full value.

If C were deduced from the true advance by means of (4), with A, B and L known, the result would be 3 × 8.38/16.00 = 1.6 nm/min, about half the true value. Since τ ≤ τ₁, this error is toward a C that is too small. The equivalent starting thickness from (14) is 9.9 nm with the full advance and 18 nm with the first-order one.

Growth counts as late, in the sense that 99% of the advance has been gained, from 42 nm onward, about six times L. This thickness is reached after 34 min. For a film of a few nanometres the late law does not apply, and the time must be taken from (7) with its finite upper limit.

To reach 100 nm, the linear-parabolic law alone needs (10000 + 16000)/200 = 130 min. With the added term the time is 121.6 min, shorter by the full advance. The fading of the thickness gain shows at fixed times. After 100 min the thicknesses without and with the added term are 82.5 and 87.6 nm, a gain of 5.1 nm. After 1000 min they are 374.3 and 376.2 nm, a gain of 1.8 nm.

**Two cases in which first order serves**

First, let C be only 0.1 nm/min, with A, B and L unchanged. This is far below the rough value for dry oxidation and is chosen to show the formula in its own regime. Then r_max = 0.08, and (4) gives 0.533 min against the full 0.514 min. The overestimate is 3.8% of the full advance, within the 8% allowed by (9). It is about half the bound because, for L ≪ A, τ₂/τ₁ ≈ CA/(2B), which is r_max/2. Subtracting τ₂ gives 0.513 min.

Second, keep C = 3 nm/min but start from an existing oxide. For s = 20 nm, w = 200 nm and the bracket in (11) is 280000 + 39200 + 2744 = 321944 nm³. With exp(−20/7) = 0.0574 this gives τ₁(s) = 1.39 min; the full value is 1.28 min. For s = 30 nm the two values are 0.397 and 0.389 min.

The overestimates are 8% and 2% of the full advances. The bound (9) holds with the largest ratio at or beyond s. For A ≥ 2L this is r(s), here 0.17 and 0.045. Thus, within this model and for these parameters, (11) is a fair approximation for starts at some 20 nm or more, while bare silicon needs the integral (6). Whether it describes real regrowth depends on the assumption that the added rate decays with thickness, which growth from bare silicon does not establish. A law that decays with time, X² + AX = B[t + 8.3 min × (1 − exp(−t/4.8 min))], follows the bare-silicon curve to within 0.4 nm between 3 and 100 nm. For a start at 20 nm it gives an advance of 0.85 min if its clock runs on and 8.3 min if its clock restarts.

**What the model leaves out in the real case**

Real wafers depart from the assumptions of a clean surface, one exponential and a perfectly known temperature. The effects below are measured by the change in the time to reach 100 nm, starting from 121.6 min, and their inputs are rough.

A native oxide of 1 nm shortens the time by 0.25 min. A second added term, also of strength 3 nm/min but with a range of 1 nm, shortens it by 0.16 min. Both are small beside the advance of 8.4 min.

The temperature matters much more. With activation energies of 1.2 eV for B, 2.0 eV for B/A and 2.35 eV for C, a furnace 5 K hotter shortens the time by 7.1 min. This is nearly as much as the advance itself. A single growth time to 100 nm therefore cannot establish τ unless the temperature is known to much better than 5 K. A series of late growth times at one steady temperature removes the need to know that temperature: by (3), t = X²/B + (A/B)X − τ, so that 1/B, A/B and τ can be fitted together. But τ is then an extrapolated intercept and is sensitive to thickness errors. For eight films between 45 and 300 nm its standard error is about 0.8 min if each thickness is known to 0.3 nm, and about 2 min if it is known to 1%.

Of the changes estimated here, that of the crystal face has the largest effect. B/A is about 1.7 times larger on a (111) face than on a (100) face. To see the size of such a change, raise the B/A of the example by this factor with B, C and L held fixed; keeping C and L is an assumption made for this estimate. The time falls by 28.6 min. The time of the linear-parabolic law alone drops by more, 33 min, from 130 to (10000 + 94.1 × 100)/200 = 97 min. The advance, however, falls from 8.4 to about 4 min, because each thin layer now takes less time and there is less to save. This loss of advance offsets 4.4 min of the drop. The B/A of the example, 1.25 nm/min, is already close to the value usually tabulated for (111), so this estimate shows only the size of the effect. Lowering B/A by the same factor, toward (100), lengthens the time by 46.8 min and raises the advance to about 18 min.

Equation (1) also assumes that the oxidant profile in the film adjusts at once. The parabolic constant is B = 2DS/N, where D is the oxidant diffusivity, S ≈ 5×10¹⁶ cm⁻³ the dissolved O₂ density and N ≈ 2.2×10²² cm⁻³ the O₂ bound in the oxide. The diffusion delay is of order X²/(2D) = X²S/(BN), about 10⁻⁴ min at 100 nm, and is negligible here. When (4) is applied to this case from bare silicon, the delay in transport is thus far smaller than the error of the first-order step itself, which overestimates the model's own advance by 7.6 min. The numerical output below lists the values used.

Numbers as computed

```
A = 160 nm, B = 200 nm^2/min, B/A = 1.250 nm/min
C = 3.0 nm/min, L = 7.0 nm, final X = 100 nm
Worst relative error, first-order test: 7.2e-07
Worst relative error, second-order test: 1.1e-04
Part A^2 L of first-order advance: 13.440 min
Part 4 A L^2: 2.352 min
Part 8 L^3: 0.206 min
First-order advance: 15.998 min
Full advance: 8.381 min
First-order over full advance: 1.909
Largest enhancement ratio: 2.400
Lower bound from largest ratio: 4.705 min
Second-order term (subtracted): 18.438 min
Logarithmic estimate: 6.853 min
C inferred by linear formula: 1.572 nm/min
Equivalent start, first order: 17.98 nm
Equivalent start, full: 9.87 nm
99% of full advance reached at X = 42.2 nm
Time at that thickness: 34.43 min
Time to final X without added term: 130.00 min
Time to final X with added term: 121.62 min
t = 100 min: X without / with added term = 82.48 / 87.56 nm, gain 5.08 nm
t = 1000 min: X without / with added term = 374.31 / 376.15 nm, gain 1.84 nm
Weak case C = 0.1 nm/min, largest ratio 0.080
Weak case: first-order advance 0.5333 min
Weak case: first minus second order 0.5128 min
Weak case: full advance 0.5138 min
Start 20 nm: ratio 0.172, advance first order 1.3868 min, full 1.2828 min
Start 30 nm: ratio 0.045, advance first order 0.3971 min, full 0.3886 min
Rough inputs: T = 1273.15 K; activation energies of B, B/A, C = 1.2, 2.0, 2.35 eV
Rough O2 dissolved / bound in oxide: 5.0e+16 / 2.2e+22 cm^-3
Changes of the time to final X:
  native oxide of 1 nm: -0.248 min
  second added term, range 1 nm: -0.159 min
  (111) face, B/A times 1.7: -28.57 min
  furnace 5 K hotter: -7.13 min
  oxidant diffusion delay, scale: 1.1e-04 min
```
